# Hard/Soft Acid–Base Double Exchange in the Quadratic Charge-Transfer Model: test program

```python
"""
Hard/soft acid/base double exchange in the quadratic charge-transfer model.

Reaction: Ah-Bs + As-Bh -> Ah-Bh + As-Bs   (A acid, B base, h hard, s soft)
Result under test, for equal chemical potentials within each class:
  dE = -D^2 (a+a1+b+b1)(a-a1)(b-b1) / [2 (a+b)(a1+b1)(a+b1)(a1+b)] < 0
  a, a1 : hardness of the hard and the soft acid  (hardness = I - A)
  b, b1 : hardness of the hard and the soft base
  D     : chemical potential of the bases minus that of the acids
  I, A  : ionization energy and electron affinity; mu = -(I + A)/2
All energies are in eV. Pair energies are found by numerical minimization
of parabolas interpolated through I and A, not from the closed formula.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar


def fragment(mu, eta):
    """Ionization energy and electron affinity of a fragment."""
    return (-mu + eta / 2, -mu - eta / 2)


def parabola(frag):
    """Interpolate the energy at -1, 0 and +1 gained electrons."""
    ionization, affinity = frag
    return np.polyfit([-1, 0, 1], [ionization, 0.0, -affinity], 2)


def relax_pair(acid, base):
    """Charge moved from base to acid, and energy, at the minimum."""
    p_acid, p_base = parabola(acid), parabola(base)
    res = minimize_scalar(
        lambda q: np.polyval(p_acid, q) + np.polyval(p_base, -q),
        bounds=(-1, 1), method="bounded", options={"xatol": 1e-10})
    return res.x, res.fun


def exchange_energy(acid_h, acid_s, base_h, base_s):
    """Products minus reactants, from four numerical minimizations."""
    return (relax_pair(acid_h, base_h)[1] + relax_pair(acid_s, base_s)[1]
            - relax_pair(acid_h, base_s)[1] - relax_pair(acid_s, base_h)[1])


def closed_form(D, a, a1, b, b1):
    return (-D**2 * (a + a1 + b + b1) * (a - a1) * (b - b1)
            / (2 * (a + b) * (a1 + b1) * (a + b1) * (a1 + b)))


def mismatched(delta, mu_a, mu_b, a, a1, b, b1):
    """Exchange energy when the hard acid's potential is lowered by delta."""
    return exchange_energy(fragment(mu_a - delta, a), fragment(mu_a, a1),
                           fragment(mu_b, b), fragment(mu_b, b1))


def mismatch_formula(delta, D, a, a1, b, b1):
    return 0.5 * (b - b1) * ((D + delta)**2 / ((a + b) * (a + b1))
                             - D**2 / ((a1 + b) * (a1 + b1)))


def threshold_formula(D, a, a1, b, b1):
    return D * (np.sqrt((a + b) * (a + b1) / ((a1 + b) * (a1 + b1))) - 1)


# Symbolic proof: minimize each pair energy, then compare the difference.
Ds, a1s, b1s, xs, ys = sp.symbols("D a1 b1 x y", positive=True)
q = sp.symbols("q", real=True)


def symbolic_minimum(eta_a, eta_b):
    energy = -Ds * q + (eta_a + eta_b) * q**2 / 2
    return energy.subs(q, sp.solve(sp.diff(energy, q), q)[0])


a_sym, b_sym = a1s + xs, b1s + ys
difference = (symbolic_minimum(a_sym, b_sym) + symbolic_minimum(a1s, b1s)
              - symbolic_minimum(a_sym, b1s) - symbolic_minimum(a1s, b_sym))
assert sp.simplify(difference
                   - closed_form(Ds, a_sym, a1s, b_sym, b1s)) == 0

# Random matched sets: value, sign and ordering of the pair energies.
rng = np.random.default_rng(7)
n_random = 200
for _ in range(n_random):
    ra1, rb1 = rng.uniform(4, 9, 2)
    ra, rb = ra1 + rng.uniform(0.5, 6), rb1 + rng.uniform(0.5, 6)
    rD, rmu = rng.uniform(1, 5), rng.uniform(-9, -5)
    Ah, As = fragment(rmu, ra), fragment(rmu, ra1)
    Bh, Bs = fragment(rmu + rD, rb), fragment(rmu + rD, rb1)
    value = exchange_energy(Ah, As, Bh, Bs)
    assert value < 0
    assert abs(value - closed_form(rD, ra, ra1, rb, rb1)) < 1e-10
    e_hh, e_ss = relax_pair(Ah, Bh)[1], relax_pair(As, Bs)[1]
    e_hs, e_sh = relax_pair(Ah, Bs)[1], relax_pair(As, Bh)[1]
    assert e_ss < min(e_hs, e_sh) and e_hh > max(e_hs, e_sh)

# Worked example with round model parameters.
mu_a, mu_b = -7.0, -3.0
a, a1, b, b1 = 12.0, 6.0, 10.0, 6.0
D = mu_b - mu_a
frags = {"hard acid": fragment(mu_a, a), "soft acid": fragment(mu_a, a1),
         "hard base": fragment(mu_b, b), "soft base": fragment(mu_b, b1)}
expected = {"hard acid": (mu_a, a), "soft acid": (mu_a, a1),
            "hard base": (mu_b, b), "soft base": (mu_b, b1)}
for name, frag in frags.items():
    curvature, slope, _ = parabola(frag)
    assert np.allclose((slope, 2 * curvature), expected[name], atol=1e-10)

pairs = {}
for acid_kind, eta_a in (("hard", a), ("soft", a1)):
    for base_kind, eta_b in (("hard", b), ("soft", b1)):
        charge, energy = relax_pair(frags[acid_kind + " acid"],
                                    frags[base_kind + " base"])
        assert abs(charge - D / (eta_a + eta_b)) < 1e-6
        assert abs(energy + D**2 / (2 * (eta_a + eta_b))) < 1e-10
        pairs[acid_kind, base_kind] = (charge, energy)

dE = exchange_energy(*frags.values())
assert abs(dE - closed_form(D, a, a1, b, b1)) < 1e-10
integral, _ = dblquad(lambda y, x: D**2 / (x + y)**3, a1, a, b1, b)
assert abs(dE + integral) < 1e-9
q_products = pairs["hard", "hard"][0] + pairs["soft", "soft"][0]
q_reactants = pairs["hard", "soft"][0] + pairs["soft", "hard"][0]
assert abs(dE + D * (q_products - q_reactants) / 2) < 1e-6
hard_acid_step = pairs["hard", "hard"][1] - pairs["hard", "soft"][1]
soft_acid_step = pairs["soft", "soft"][1] - pairs["soft", "hard"][1]
assert hard_acid_step > 0 > soft_acid_step
assert abs(soft_acid_step) > hard_acid_step

# No driving force when a hardness difference or D vanishes.
assert abs(mismatched(0, mu_a, mu_b, a, a, b, b1)) < 1e-10
assert abs(mismatched(0, mu_a, mu_b, a, a1, b, b)) < 1e-10
assert abs(mismatched(0, mu_a, mu_a, a, a1, b, b1)) < 1e-10

# Unequal acid strengths: monotonic rise and reversal threshold.
for case in ((mu_a, mu_b, a, a1, b, b1), (-5.0, -3.0, 9.0, 5.0, 8.0, 4.0)):
    gap = case[1] - case[0]
    deltas = np.linspace(-0.9 * gap, 2 * gap, 30)
    curve = np.array([mismatched(d, *case) for d in deltas])
    assert np.all(np.diff(curve) > 0)
    assert np.allclose(curve, mismatch_formula(deltas, gap, *case[2:]),
                       rtol=0, atol=1e-10)
    root = brentq(mismatched, 0, 3 * gap, args=case)
    assert abs(root - threshold_formula(gap, *case[2:])) < 1e-7
delta_c = brentq(mismatched, 0, 3 * D, args=(mu_a, mu_b, a, a1, b, b1))

# Acids matched by electrophilicity mu^2/(2 eta) instead of by mu.
omega = mu_a**2 / (2 * a1)
mu_hard_omega = -np.sqrt(2 * omega * a)
delta_omega = mu_a - mu_hard_omega
dE_omega = mismatched(delta_omega, mu_a, mu_b, a, a1, b, b1)
assert delta_omega > delta_c and dE_omega > 0
q_omega = relax_pair(fragment(mu_hard_omega, a), frags["soft base"])[0]
assert q_omega < 0.99

to_kj = constants.e * constants.N_A / 1000
print(f"acid chemical potential: {mu_a:.1f} eV")
print(f"base chemical potential: {mu_b:.1f} eV")
print(f"difference D: {D:.1f} eV")
for name, frag in frags.items():
    print(f"{name}: hardness {frag[0] - frag[1]:.1f} eV, "
          f"I {frag[0]:.1f} eV, A {frag[1]:.1f} eV")
for (acid_kind, base_kind), (charge, energy) in pairs.items():
    print(f"{acid_kind} acid + {base_kind} base: "
          f"charge {charge:.4f} electrons, energy {energy:.4f} eV")
print(f"total charge moved, products: {q_products:.4f} electrons")
print(f"total charge moved, reactants: {q_reactants:.4f} electrons")
print(f"extra charge moved: {q_products - q_reactants:.4f} electrons")
print(f"hard acid, soft base -> hard base: {hard_acid_step:+.4f} eV")
print(f"soft acid, hard base -> soft base: {soft_acid_step:+.4f} eV")
print(f"double exchange energy: {dE:+.4f} eV")
print(f"double exchange energy: {dE * to_kj:+.2f} kJ/mol")
print(f"integral over hardness rectangle: {integral:.4f} eV")
print(f"random matched sets tested: {n_random}")
print(f"reversal threshold delta_c: {delta_c:.4f} eV")
print(f"common acid electrophilicity: {omega:.4f} eV")
print(f"hard acid potential at that value: {mu_hard_omega:.4f} eV")
print(f"resulting mismatch delta: {delta_omega:.4f} eV")
print(f"largest charge moved in that case: {q_omega:.4f} electrons")
print(f"exchange energy in that case: {dE_omega:+.4f} eV")
print("all tests passed")
```

It prints:

```
acid chemical potential: -7.0 eV
base chemical potential: -3.0 eV
difference D: 4.0 eV
hard acid: hardness 12.0 eV, I 13.0 eV, A 1.0 eV
soft acid: hardness 6.0 eV, I 10.0 eV, A 4.0 eV
hard base: hardness 10.0 eV, I 8.0 eV, A -2.0 eV
soft base: hardness 6.0 eV, I 6.0 eV, A 0.0 eV
hard acid + hard base: charge 0.1818 electrons, energy -0.3636 eV
hard acid + soft base: charge 0.2222 electrons, energy -0.4444 eV
soft acid + hard base: charge 0.2500 electrons, energy -0.5000 eV
soft acid + soft base: charge 0.3333 electrons, energy -0.6667 eV
total charge moved, products: 0.5152 electrons
total charge moved, reactants: 0.4722 electrons
extra charge moved: 0.0429 electrons
hard acid, soft base -> hard base: +0.0808 eV
soft acid, hard base -> soft base: -0.1667 eV
double exchange energy: -0.0859 eV
double exchange energy: -8.28 kJ/mol
integral over hardness rectangle: 0.0859 eV
random matched sets tested: 200
reversal threshold delta_c: 1.7446 eV
common acid electrophilicity: 4.0833 eV
hard acid potential at that value: -9.8995 eV
resulting mismatch delta: 2.8995 eV
largest charge moved in that case: 0.3833 electrons
exchange energy in that case: +0.0738 eV
all tests passed
```
